# Coverage-dependent surface diffusion from one step profile: the Boltzmann–Matano construction

## What a constant coefficient misses

A film of adatoms ends at a sharp edge. The sample is held at fixed temperature for a time $t$, and the adatoms spread over the bare surface. The quick analysis fits one constant diffusion coefficient $D$ to the result. If $D$ depends on coverage, that number can be wrong by a large factor at both ends of the profile.

The example worked out below shows how far off it can be. There $D$ rises from $2.76\times10^{-11}$ to $1.57\times10^{-10}$ cm²/s between the empty and the covered side. Matching a constant $D$ to the amount of material that crossed the original edge gives $7.1\times10^{-11}$ cm²/s. This is 2.6 times too large at the empty end and 2.2 times too small at the covered end.

The same profile contains the whole function $D(\theta)$ between its end coverages. Two quantities read from it are enough: the local slope and an integrated displacement.

## Statement and conventions

Let $\theta(x,t)$ be the coverage in monolayers (ML), uniform along the edge, and let $J$ be the flux towards positive $x$. Conservation and Fick's law read

$$\frac{\partial\theta}{\partial t}=-\frac{\partial J}{\partial x},\qquad J=-D(\theta)\frac{\partial\theta}{\partial x}. \tag{1}$$

With $x$ in µm, $J$ is in ML µm/s. Here $D$ is the collective coefficient, which describes the decay of coverage gradients. At finite coverage it generally differs from the coefficient of one labelled adatom.

At $t=0$ the coverage is $\theta_L$ for $x<x_s$ and $\theta_R<\theta_L$ for $x>x_s$. The result is

$$D(\theta)=-\frac{1}{2t}\,\frac{dx}{d\theta}\int_{\theta_R}^{\theta}(x-x_M)\,d\theta',\qquad \int_{\theta_R}^{\theta_L}(x-x_M)\,d\theta'=0. \tag{2}$$

Inside the integrals $x$ means the position at which the profile has coverage $\theta'$. The second condition fixes $x_M$, the Matano plane.

The assumptions are these:

- $D$ is positive and depends on coverage alone, so the temperature is constant.
- No adatoms are gained or lost.
- The initial edge is sharp, and the elapsed time $t$ is known.
- The profile falls monotonically, and its far ends still sit at $\theta_L$ and $\theta_R$, so the sample acts as unbounded.

## Derivation

**Scaling.** Take a solution $\theta(x,t)$, set $x_s=0$ for the moment, and define $\theta_\lambda(x,t)=\theta(\lambda x,\lambda^2t)$ with $\lambda>0$. The time derivative in (1) gains a factor $\lambda^2$. The two space derivatives gain the same factor, and $D$ adds none because it depends on $\theta$ only. Thus $\theta_\lambda$ is also a solution. It starts from the same step, since stretching $x$ about the edge leaves a step unchanged. The spreading problem has one solution, so $\theta_\lambda=\theta$. Choosing $\lambda=1/\sqrt t$ gives

$$\theta(x,t)=f(\eta),\qquad \eta=\frac{x-x_s}{\sqrt t}, \tag{3}$$

with $x_s$ restored. Each coverage therefore sits at a fixed $\eta$, and its distance from the original edge grows as $\sqrt t$. A finite initial edge width, a finite sample or a changing temperature would bring in a length or a time of its own and break this argument.

**Flux from bookkeeping.** Let $M$ be the excess amount to the right of a fixed position $x$:

$$M(x,t)=\int_x^\infty(\theta-\theta_R)\,dx'=\sqrt t\,m(\eta),\qquad m(\eta)=\int_\eta^\infty(f-\theta_R)\,d\eta'.$$

The factor $\sqrt t$ comes from $dx'=\sqrt t\,d\eta'$. By conservation,

$$\frac{\partial M}{\partial t}=-\int_x^\infty\frac{\partial J}{\partial x'}\,dx'=J(x,t),$$

because the flux vanishes far to the right. Now differentiate $\sqrt t\,m(\eta)$ at fixed $x$. The derivatives needed are $m'=-(f-\theta_R)$, from the lower limit of the integral, and $\partial\eta/\partial t=-\eta/(2t)$. Hence

$$J=\frac{m}{2\sqrt t}+\sqrt t\,\bigl[-(f-\theta_R)\bigr]\left(-\frac{\eta}{2t}\right)=\frac{m+\eta(f-\theta_R)}{2\sqrt t}.$$

Multiplying numerator and denominator by $\sqrt t$ gives

$$J=\frac{M+(x-x_s)(\theta-\theta_R)}{2t}. \tag{4}$$

**Integrated displacement.** Integrate $M$ by parts. The boundary term at infinity is zero because the tail decays faster than $1/x$:

$$M=-(x-x_s)(\theta-\theta_R)-\int_x^\infty(x'-x_s)\frac{\partial\theta}{\partial x'}\,dx'.$$

In the last integral $(\partial\theta/\partial x')\,dx'=d\theta'$, and $\theta'$ runs from $\theta$ down to $\theta_R$. Reversing the limits absorbs the minus sign, so

$$M+(x-x_s)(\theta-\theta_R)=\int_{\theta_R}^{\theta}(x-x_s)\,d\theta'\equiv S(\theta),\qquad J=\frac{S}{2t}. \tag{5}$$

This has a direct meaning. By (3), a point of fixed coverage moves with velocity $(x-x_s)/(2t)$. The flux is the sum of these velocities over all coverage layers between $\theta_R$ and $\theta$.

**The coefficient.** Equating (5) with Fick's law gives

$$D(\theta)=-\frac{S(\theta)}{2t\,(\partial\theta/\partial x)}, \tag{6}$$

which is (2) once $x_s$ is known. The slope is negative and $S$ is positive, so $D$ is positive.

**The plane.** The flux also vanishes far to the left, where $\theta\to\theta_L$. Equation (5) then requires $S(\theta_L)=0$, so $x_s$ satisfies the condition that defines $x_M$. Solving it gives

$$x_M=\frac{1}{\theta_L-\theta_R}\int_{\theta_R}^{\theta_L}x\,d\theta'. \tag{7}$$

The original edge can thus be found from the profile itself. It need not be the point of half coverage.

## Two cases that can be checked by hand

**Constant $D$.** Put $x_M=0$ and $\Delta=\theta_L-\theta_R$. The profile is $\theta=\theta_R+\tfrac12\Delta\,\mathrm{erfc}\bigl(x/2\sqrt{Dt}\bigr)$, so

$$\frac{\partial\theta}{\partial x}=-\frac{\Delta}{2\sqrt{\pi Dt}}\,e^{-x^2/4Dt}.$$

The displacement integral follows from $\int_x^\infty x'e^{-x'^2/4Dt}dx'=2Dt\,e^{-x^2/4Dt}$:

$$S=-\int_x^\infty x'\frac{\partial\theta}{\partial x'}\,dx'=\Delta\sqrt{\frac{Dt}{\pi}}\;e^{-x^2/4Dt}.$$

In (6) the exponentials cancel and the quotient is $2Dt/(2t)=D$, as it must be. At $x=0$, $S$ equals the amount that has crossed the edge, $M_0=\Delta\sqrt{Dt/\pi}$. This relation was used for the constant-$D$ estimate in the opening section.

**A straight profile.** Let $x=A\sqrt t\,(1-2\theta)$ for $0<\theta<1$, with $A$ constant. Then $x_M=0$, $dx/d\theta=-2A\sqrt t$ and $S=A\sqrt t\,\theta(1-\theta)$, so (2) gives

$$D=A^2\theta(1-\theta).$$

To verify this in the diffusion equation, write $\theta=\tfrac12\bigl(1-x/A\sqrt t\bigr)$, which makes $D=\tfrac14(A^2-x^2/t)$. The slope does not depend on $x$, so

$$\frac{\partial}{\partial x}\left(D\frac{\partial\theta}{\partial x}\right)=\left(-\frac{x}{2t}\right)\left(-\frac{1}{2A\sqrt t}\right)=\frac{x}{4At^{3/2}}=\frac{\partial\theta}{\partial t}.$$

Here $D$ vanishes at both end coverages, which relaxes the assumption of positive $D$. The profile has sharp fronts at $x=\pm A\sqrt t$ and the flux is zero there. A straight profile is therefore no sign of a constant coefficient.

## Applying the result to data

Let the samples be $(x_i,\theta_i)$, ordered so that $\theta$ falls with $i$. With $\bar x_j=\tfrac12(x_j+x_{j+1})$ and $w_j=\theta_j-\theta_{j+1}$, the trapezoidal rule gives

$$x_M=\frac{\sum_j\bar x_jw_j}{\sum_jw_j},\qquad S_i=\sum_{j\ge i}(\bar x_j-x_M)\,w_j .$$

Estimate the slope at the same coverage and insert both in (6). With $x$ in µm and $t$ in s, $D$ comes out in µm²/s, and 1 µm²/s is $10^{-8}$ cm²/s.

**Calibration.** If the signal is $s=a+b\theta$, both $S$ and the slope gain the factor $b$, which cancels in (6). The offset $a$ drops out of all differences. The values of $D$ are then correct even if $a$ and $b$ are unknown, although the coverage axis is not. A nonlinear signal does not have this property and must be converted to coverage first. Length enters squared and time inversely, so a length scale 2% too large makes $D$ about 4% too large.

**Misplaced plane.** Suppose $x_M+\delta$ is used in place of $x_M$. The integral from $\theta_R$ becomes $S-\delta(\theta-\theta_R)$, and the relative change of $D$ is

$$\frac{\delta D}{D}=-\frac{\delta\,(\theta-\theta_R)}{S}=-\frac{\delta\,(\theta-\theta_R)}{2tJ}. \tag{8}$$

Towards $\theta_L$ the numerator stays finite while $S\to0$, so the error grows without bound. The remedy is to integrate from the other end there. Since $S(\theta_L)=0$, one may also write $S=\int_\theta^{\theta_L}(x_M-x)\,d\theta'$, for which the relative error is $+\delta(\theta_L-\theta)/S$. When the plane comes from an independent mark and the other assumptions hold, the two integrals differ by $\delta(\theta_L-\theta_R)$, which reveals $\delta$. A nonlinear signal or a loss rate that depends on coverage can also make them differ, so a disagreement alone does not prove that the mark is wrong. When the plane is computed from the same data by (7), the two integrals agree automatically and the comparison says nothing.

**Slope.** A given absolute error of the slope matters most where the profile is flat. Both tails become a quotient of two small numbers, and values of $D$ very close to $\theta_L$ or $\theta_R$ should not be trusted.

**What one profile cannot show.** For a monotone profile, $x-x_M$ falls from positive to negative values as $\theta'$ rises, and its full integral is zero. Hence $S>0$ at every intermediate coverage, and (6) returns a positive $D$ whether or not the assumptions hold. A second profile at another time provides a necessary test: positions measured from $x_M$ must scale as $\sqrt t$, and both profiles must give the same $D(\theta)$. Passing it is not proof. If the surface itself differs on the two sides of the original edge, $D$ depends on the side as well as on coverage, yet the profile still scales as $\sqrt t$ and gives the same apparent $D(\theta)$ at both times. Repeating the experiment with a different starting coverage can reveal this.

**Coexisting phases.** If two surface phases coexist, the profile can jump between their coverages. Then $dx/d\theta=0$ inside the jump and (2) returns zero, which is a property of neither phase. Outside the jump the construction still applies, provided the boundary coverages stay fixed and the boundary itself moves as $\sqrt t$. The jump must be kept in the integral $S$.

## Worked example: sodium on a refractory metal

Sodium adatoms on a metal are partly ionised and repel each other. Repulsion can raise the collective coefficient in two ways: it can ease the hops, and it makes a coverage gradient drive a stronger flux. The model derives neither effect. It simply assumes one effective barrier that falls with coverage:

$$D(\theta)=D_{00}\exp\left[-\frac{E_0-g\theta}{k_BT}\right].$$

The rough parameters are $D_{00}=10^{-3}$ cm²/s, $E_0=0.45$ eV, $g=0.15$ eV/ML and $T=300$ K, so $k_BT=0.02585$ eV. The film starts with $\theta_L=0.30$ ML next to an empty region and spreads for $t=600$ s. Over this range $D$ grows by the factor $\exp(0.045/0.02585)=5.7$.

The profile was obtained by solving (1) numerically from the sharp step, without using the scaling law. The construction was then applied to the profile alone:

| $\theta$ (ML) | $x$ (µm) | slope (ML/µm) | $S$ (ML µm) | $D$ (cm²/s) |
|---|---|---|---|---|
| 0.03 | 3.263 | −0.03082 | 0.1213 | 3.28×10⁻¹¹ |
| 0.09 | 1.834 | −0.04862 | 0.2711 | 4.65×10⁻¹¹ |
| 0.15 | 0.561 | −0.04352 | 0.3437 | 6.58×10⁻¹¹ |
| 0.21 | −1.081 | −0.02962 | 0.3313 | 9.32×10⁻¹¹ |
| 0.27 | −4.122 | −0.01192 | 0.1888 | 1.32×10⁻¹⁰ |

At 0.15 ML the arithmetic is

$$D=\frac{0.3437}{2\times600\times0.04352}=6.58\times10^{-3}\ \text{µm}^2/\text{s}=6.58\times10^{-11}\ \text{cm}^2/\text{s}.$$

The largest deviation from the input $D$ at these coverages is 0.011% of the input value. This measures the numerical work, not the accuracy of an experiment. A second test used a coefficient with a maximum, $D=5\times10^{-3}[1+8\theta(1-\theta)]$ µm²/s, between 0.9 and 0.1 ML. Between 0.18 and 0.82 ML it was recovered to 0.004%.

The Matano plane lies at the original edge, while half coverage has moved 0.56 µm into the empty region. A constant $D$ would have left it at the edge, because the error-function profile is antisymmetric about that point.

The amount that crossed the edge is 0.3503 ML µm, compared with 0.1751 ML µm at 150 s. Four times the time gives twice the amount, as (3) requires. Positions at 150 s, doubled, agree with those at 600 s to 0.0004 µm. The constant-$D$ estimate of the opening section follows from the same amount:

$$D=\frac{\pi}{t}\left(\frac{M_0}{\Delta}\right)^2=\frac{\pi}{600}\left(\frac{0.3503}{0.30}\right)^2=7.1\times10^{-3}\ \text{µm}^2/\text{s}.$$

Relation (5) was also tested at $x=2$ µm. The time derivative of $M$ and the quotient $S/(2t)$ both give $2.131\times10^{-4}$ ML µm/s.

## Sizes of the errors in this example

**Plane.** A shift of $\delta=0.1$ µm, with integration from $\theta_R$, changes $D$ by −2.5% at 0.03 ML, −4.4% at 0.15 ML and −14.3% at 0.27 ML. The last value follows from (8) as $-0.1\times0.27/0.1888$. Integration from the covered side changes it to $+0.1\times0.03/0.1888=+1.6\%$.

**Blurred edge.** Let the initial edge be smeared by a Gaussian of standard deviation $\sigma$. For constant $D$ the variances add: $2Dt+\sigma^2=2(D+\sigma^2/2t)t$. The construction then returns $D+\sigma^2/(2t)$. For $\sigma=0.3$ µm and 600 s the excess is $7.5\times10^{-13}$ cm²/s, or 1.1% of the value at 0.15 ML. A simulation with the coverage-dependent $D$ gives a bias of 1.0%, averaged over the five coverages and relative to a sharp edge. At 150 s the average is 4.2%. The decline with time is what a second profile would expose.

**Temperature.** An increase of 1 K raises $D$ at 0.15 ML by 5.6%. The construction does not use $T$, so a thermometer error leaves the recovered values unchanged but assigns them to the wrong temperature. As a statement about $D$ at the nominal temperature, an error of about 0.2 K already matches the blur at 600 s.

**Desorption.** With an attempt rate of $10^{13}$ s⁻¹ and a binding energy of 1.1 eV, taken as the same at every coverage, 0.2% of the film is lost in 600 s and the recovered $D$ changes by at most 0.15% at the five coverages. The binding energy was set deliberately low, near the rough cohesive energy of sodium metal. Stronger binding makes the loss smaller.

**Atomic steps.** Let each terrace contain $N$ hops, one of them over a step with extra barrier $\Delta E$ in both directions. At low coverage and in steady state the hops act as resistances in series, $N-1$ of size one and one of size $e^{\Delta E/k_BT}$. A uniform terrace would have total resistance $N$, so

$$\frac{D_{\text{eff}}}{D}=\frac{N}{N-1+e^{\Delta E/k_BT}}=\frac{1}{1+(e^{\Delta E/k_BT}-1)/N}.$$

Terraces of 50 nm with hops of 0.3 nm give $N=167$. For $\Delta E=0.10$ eV the ratio is 0.78. On a profile many terraces wide, with the slope averaged over whole terraces, the construction returns this effective value, 22% below that of the flat terrace. A slope read inside one terrace returns the terrace value instead, because $S/(2t)$ is the local flux in either case.

## How the model stands beside a real surface

The parameters describe a plausible regime, not a measured surface. Barriers for alkali adatoms depend on the metal and its face, and a few tenths of an eV is a rough scale. The absolute $D$ is correspondingly uncertain: a barrier lower by 0.1 eV would multiply it by about 48 at 300 K and widen the profile about sevenfold. Atomic steps break the assumption of a uniform terrace. For the barrier and terrace width chosen here they lower the low-coverage $D$ across the steps by 22%, while motion along the steps is not slowed by this barrier. Real steps can also bind adatoms, which this estimate leaves out.

The linear fall of the barrier is also a simplification. At 0.30 ML, with a full layer of $8\times10^{14}$ atoms/cm², the mean spacing is 0.645 nm. Adatoms with an assumed charge of $0.3e$ at height 0.15 nm, together with their image charges, then repel by 0.019 eV per pair, or 0.72 $k_BT$. This is large enough for the positions of neighbours to be correlated. Such correlations do not invalidate the construction as long as they adjust locally much faster than the profile spreads, since they then enter through $D(\theta)$. The repulsion also strengthens the flux driven by a coverage gradient, so the rise of $D$ in a real film may be much larger than the factor 5.7 used here. The exponential form should therefore be treated as an assumption, and the recovered curve as the quantity to be explained. The numerical output below lists the values used here.

## Computed results

```
temperature = 300 K, kT = 0.02585 eV
prefactor D_00 = 1.0e-03 cm^2/s
barrier E_0 = 0.45 eV, lowering g = 0.15 eV/ML
theta_L = 0.30 ML, theta_R = 0.00 ML
time t = 600 s, early time = 150 s
model D at theta_R = 2.756e-11 cm^2/s
model D at theta_L = 1.571e-10 cm^2/s
Matano plane x_M = 0.0000 um (step started at 0)
half-coverage position = 0.561 um
coverage ML | x um | slope ML/um | displacement S ML um
  0.03 | 3.263 | -0.03082 | 0.12134
  0.09 | 1.834 | -0.04862 | 0.27113
  0.15 | 0.561 | -0.04352 | 0.34371
  0.21 | -1.081 | -0.02962 | 0.33128
  0.27 | -4.122 | -0.01192 | 0.18878
coverage ML | recovered D | model D (cm^2/s)
  0.03 | 3.281e-11 | 3.280e-11
  0.09 | 4.647e-11 | 4.646e-11
  0.15 | 6.581e-11 | 6.581e-11
  0.21 | 9.321e-11 | 9.322e-11
  0.27 | 1.320e-10 | 1.320e-10
largest error of recovered D = 0.011 %
largest error, hump-shaped D = 0.004 %
largest misfit of sqrt(t) scaling = 0.0004 um
amount across plane, early = 0.1751 ML um
amount across plane, final = 0.3503 ML um
flux at x = 2.0 um, from dM/dt = 2.1311e-04 ML um/s
flux at x = 2.0 um, from S/(2t) = 2.1310e-04 ML um/s
plane shift = 0.1 um
  change of D at 0.03 ML = -2.47 %
  change of D at 0.15 ML = -4.36 %
  change of D at 0.27 ML = -14.30 %
initial edge blur (std. dev.) = 0.3 um
  mean bias of D, early = 4.22 %
  mean bias of D, final = 1.03 %
desorption: binding 1.1 eV, attempts 1e+13 1/s
  fraction lost = 0.199 %
  largest change of D = 0.145 %
change of D for +1 K at 0.15 ML = 5.65 %
terrace 50 nm, hop 0.3 nm, N = 167
  extra step barrier = 0.10 eV
  D_eff/D with steps = 0.781
full layer = 8e+14 atoms/cm^2
adatom charge = 0.3 e, height = 0.15 nm
mean spacing at theta_L = 0.645 nm
pair repulsion = 0.0187 eV = 0.72 kT
```
